# In-plane phonon conductivity of a thick film with diffuse surfaces: test program

```python
"""Grey phonon heat flow along a film with two diffuse surfaces.

Result under test, with r = thickness / mean free path:
    k_film/k_bulk = 1 - 3/(8 r) + (3/(2 r)) (E3(r) - E5(r)),
where En is the exponential integral and the last term lies between
zero and 3 exp(-r)/r**3. Thus a thick film loses the fraction 3/(8 r).
mu is the magnitude of the direction cosine to the film normal.
The transport solver and random walk measure length in mean free paths.
"""
import numpy as np
from scipy.constants import nano
from scipy.integrate import quad
from scipy.special import expn


def film_ratio(r):
    return 1 - 3 / (8 * r) + 1.5 / r * (expn(3, r) - expn(5, r))


def flux_profile(z, r):
    lower = expn(2, z) - expn(4, z)
    upper = expn(2, r - z) - expn(4, r - z)
    return 1 - 0.75 * (lower + upper)


def random_walk(r, seed, walkers=100000, events=200, discarded=30):
    """Diffusivity ratio from flights; successive azimuths are independent."""
    rng = np.random.default_rng(seed)
    z = r * rng.random(walkers)
    cosine = 2 * rng.random(walkers) - 1
    squares = np.zeros(walkers)
    paths = np.zeros(walkers)
    for event in range(events):
        free_path = rng.exponential(size=walkers)
        room = np.where(cosine > 0, r - z, z)
        wall_path = room / np.maximum(np.abs(cosine), 1e-15)
        hits_wall = wall_path < free_path
        flight = np.minimum(wall_path, free_path)
        if event >= discarded:
            # Mean squared x displacement for a random azimuth.
            squares += flight**2 * (1 - cosine**2) / 2
            paths += flight
        z = np.clip(z + cosine * flight, 0, r)
        isotropic = 2 * rng.random(walkers) - 1
        inward = -np.sign(cosine) * np.sqrt(rng.random(walkers))
        cosine = np.where(hits_wall, inward, isotropic)
    # Diffusivity is squares/(2 paths); its bulk value is 1/3.
    ratio = 1.5 * squares.sum() / paths.sum()
    residual = 1.5 * squares - ratio * paths
    error = residual.std() / np.sqrt(walkers) / paths.mean()
    return ratio, error


def solve_transport(r, normal_share=0.0, specularity=None,
                    cells=1000, angles=24):
    """Cell-averaged heat flux relative to bulk, by finite differences.

    normal_share is the fraction of collisions that conserve momentum.
    The driving term is scaled so that the bulk solution equals one.
    """
    nodes, weights = np.polynomial.legendre.leggauss(angles)
    mu = (nodes + 1) / 2
    flux_weights = 0.75 * (weights / 2) * (1 - mu**2)
    reflected = np.zeros(angles) if specularity is None else specularity(mu)
    courant = mu / (r / cells)
    flux = np.ones(cells)
    arriving = np.ones(angles)
    for _ in range(200):
        source = 1 - normal_share + normal_share * flux
        state = reflected * arriving
        averages = np.empty((cells, angles))
        for cell in range(cells):
            following = ((courant - 0.5) * state + source[cell])
            following /= courant + 0.5
            averages[cell] = (state + following) / 2
            state = following
        arriving = state
        one_way = averages @ flux_weights
        new_flux = one_way + one_way[::-1]
        change = np.max(np.abs(new_flux - flux))
        flux = new_flux
        if change < 1e-10:
            return flux
    raise RuntimeError("transport iteration did not converge")


# Random walk: neither the solved distribution nor its average is used.
walk_results = []
for walk_r, seed in ((1.0, 11), (5.0, 12)):
    value, error = random_walk(walk_r, seed)
    assert error < 0.002
    # Five standard errors allow for sampling noise.
    assert abs(value - film_ratio(walk_r)) < 5 * error
    walk_results.append((walk_r, value, error))

# Direct solution of the transport equation.
for test_r in (1.0, 3.0, 10.0):
    numerical_flux = solve_transport(test_r)
    # The tolerance covers the finite grid and angular quadrature.
    assert abs(numerical_flux.mean() - film_ratio(test_r)) < 2e-4
test_r = 10.0
numerical_flux = solve_transport(test_r)
centres = (np.arange(1000) + 0.5) * test_r / 1000
inside = (centres > 0.3) & (centres < test_r - 0.3)
profile_error = numerical_flux - flux_profile(centres, test_r)
assert np.max(np.abs(profile_error[inside])) < 5e-4

# Exponentially small remainder, with exp(-r) factored out.
for test_r in (0.5, 2.0, 10.0, 200.0):
    scaled_integral = quad(
        lambda mu: (mu - mu**3) * np.exp(test_r - test_r / mu),
        0, 1, epsabs=1e-13, epsrel=1e-9, limit=200)[0]
    scaled_remainder = 1.5 / test_r * scaled_integral
    from_expn = 1.5 / test_r * np.exp(test_r)
    from_expn *= expn(3, test_r) - expn(5, test_r)
    assert abs(from_expn / scaled_remainder - 1) < 1e-6
    assert 0 < scaled_remainder < 3 / test_r**3
# The first correction to this asymptotic ratio is of order 9/r.
assert abs(scaled_remainder * test_r**3 / 3 - 1) < 0.05

# Worked example: round model values, with no material implied.
thickness_nm = 100.0
mean_path_nm = 10.0
heat_capacity = 2.0e6       # J/(m3 K)
speed = 6000.0              # m/s
temperature = 300.0         # K
gradient = 0.1              # K/nm
r = thickness_nm / mean_path_nm
bulk_k = heat_capacity * speed * mean_path_nm * nano / 3
film_k = bulk_k * film_ratio(r)
grey_loss = 1 - film_ratio(r)
leading_loss = 3 / (8 * r)
remainder = film_ratio(r) - (1 - leading_loss)
heat_flux = film_k * gradient / nano * 1e-9   # mW/um2

# Broad classical Debye spectrum with path proportional to frequency^-2.
cutoff_path_nm = mean_path_nm / 3
cutoff_r = thickness_nm / cutoff_path_nm
broad_loss = quad(lambda x: 1 - film_ratio(cutoff_r * x**2),
                  0, 1, epsabs=1e-9, limit=200)[0]
broad_formula = 4 * np.sqrt(np.pi) / 7 / np.sqrt(cutoff_r)
broad_formula -= 3 / (8 * cutoff_r)
assert abs(broad_loss - broad_formula) < 1e-6

# Rough surface whose specularity rises towards grazing incidence.
roughness_nm = 0.3
wavelength_nm = 1.0
rough_parameter = (4 * np.pi * roughness_nm / wavelength_nm)**2


def grazing_specularity(mu):
    return np.exp(-rough_parameter * mu**2)


specular_loss = 1.5 / r * quad(
    lambda mu: (mu - mu**3) * (1 - grazing_specularity(mu)), 0, 1)[0]
specular_flux = solve_transport(r, specularity=grazing_specularity)
assert abs(1 - specular_flux.mean() - specular_loss) < 2e-4

# Momentum-conserving collisions at the same bulk conductivity.
normal_share = 0.5
total_path_nm = mean_path_nm * (1 - normal_share)
total_r = thickness_nm / total_path_nm
normal_loss = 1 - solve_transport(total_r, normal_share).mean()
finer_loss = 1 - solve_transport(
    total_r, normal_share, cells=1600, angles=36).mean()
# This checks convergence in both position and angle.
assert abs(normal_loss - finer_loss) < 2e-4

# Nonuniform gradient in bulk, with sources emitting thermal phonons.
period_nm = 500.0
wave_path = 2 * np.pi * mean_path_nm / period_nm
periodic_ratio = 3 * quad(
    lambda mu: mu**2 / (1 + (wave_path * mu)**2), 0, 1)[0]
periodic_formula = 3 / wave_path**2 * (1 - np.arctan(wave_path) / wave_path)
assert abs(periodic_ratio - periodic_formula) < 1e-9

# Higher operating temperature and leakage to the neighbouring layer.
hot_temperature = 400.0
hot_path_nm = mean_path_nm * temperature / hot_temperature
hot_loss = 1 - film_ratio(thickness_nm / hot_path_nm)
leak_conductance = 1.0e7    # W/(m2 K)
biot = leak_conductance * thickness_nm * nano / film_k
healing_nm = np.sqrt(film_k * thickness_nm * nano / leak_conductance) / nano

print(f"film thickness: {thickness_nm:.0f} nm")
print(f"grey mean free path: {mean_path_nm:.0f} nm")
print(f"heat capacity: {heat_capacity / 1e6:.1f} MJ/(m3 K)")
print(f"phonon speed: {speed:.0f} m/s")
print(f"temperature: {temperature:.0f} K")
print(f"temperature gradient: {gradient:.1f} K/nm")
print(f"temperature change per path: {gradient * mean_path_nm:.1f} K")
print(f"thickness / mean free path: {r:.1f}")
print(f"bulk conductivity: {bulk_k:.2f} W/(m K)")
print(f"film conductivity: {film_k:.2f} W/(m K)")
print(f"leading reduction: {100 * leading_loss:.3f} %")
print(f"full grey reduction: {100 * grey_loss:.3f} %")
print(f"exponential remainder in k/k0: {remainder:.2e}")
print(f"bound on that remainder: {3 * np.exp(-r) / r**3:.2e}")
print(f"missing layer per surface: {3 * mean_path_nm / 16:.3f} nm")
print(f"in-plane heat flux: {heat_flux:.3f} mW/um2")
for depth_nm in (0.0, 5.0, 10.0, 50.0):
    local_ratio = flux_profile(depth_nm / mean_path_nm, r)
    print(f"flux / bulk flux at {depth_nm:.0f} nm: {local_ratio:.4f}")
for width_nm in (10.0, 20.0, 50.0, 200.0):
    width_r = width_nm / mean_path_nm
    full = film_ratio(width_r)
    leading = 1 - 3 / (8 * width_r)
    print(f"d={width_nm:.0f} nm, k/k0 full, leading: "
          f"{full:.5f}, {leading:.5f}")
for walk_r, value, error in walk_results:
    print(f"random walk k/k0 at d/L={walk_r:.0f}: "
          f"{value:.4f} +/- {error:.4f}")
print(f"broad spectrum, path at cutoff: {cutoff_path_nm:.3f} nm")
print(f"broad-spectrum reduction: {100 * broad_loss:.2f} %")
print(f"broad / grey reduction: {broad_loss / grey_loss:.2f}")
print(f"surface rms roughness: {roughness_nm:.1f} nm")
print(f"phonon wavelength for roughness: {wavelength_nm:.1f} nm")
print(f"reduction with grazing reflection: {100 * specular_loss:.2f} %")
print(f"momentum-conserving collision share: {normal_share:.1f}")
print(f"total path in that case: {total_path_nm:.1f} nm")
print(f"reduction in that case: {100 * finer_loss:.2f} %")
print(f"higher operating temperature: {hot_temperature:.0f} K")
print(f"mean free path when hot: {hot_path_nm:.1f} nm")
print(f"reduction when hot: {100 * hot_loss:.2f} %")
print(f"period of nonuniform gradient: {period_nm:.0f} nm")
print(f"bulk loss from nonuniformity: {100 * (1 - periodic_ratio):.2f} %")
print(f"leakage conductance: {leak_conductance / 1e6:.0f} MW/(m2 K)")
print(f"cross-film Biot number: {biot:.4f}")
print(f"thermal healing length: {healing_nm:.0f} nm")
print("no test failed")
```

Running it gives:

```
film thickness: 100 nm
grey mean free path: 10 nm
heat capacity: 2.0 MJ/(m3 K)
phonon speed: 6000 m/s
temperature: 300 K
temperature gradient: 0.1 K/nm
temperature change per path: 1.0 K
thickness / mean free path: 10.0
bulk conductivity: 40.00 W/(m K)
film conductivity: 38.50 W/(m K)
leading reduction: 3.750 %
full grey reduction: 3.750 %
exponential remainder in k/k0: 6.89e-08
bound on that remainder: 1.36e-07
missing layer per surface: 1.875 nm
in-plane heat flux: 3.850 mW/um2
flux / bulk flux at 0 nm: 0.5000
flux / bulk flux at 5 nm: 0.8789
flux / bulk flux at 10 nm: 0.9532
flux / bulk flux at 50 nm: 0.9997
d=10 nm, k/k0 full, leading: 0.68386, 0.62500
d=20 nm, k/k0 full, leading: 0.81911, 0.81250
d=50 nm, k/k0 full, leading: 0.92505, 0.92500
d=200 nm, k/k0 full, leading: 0.98125, 0.98125
random walk k/k0 at d/L=1: 0.6838 +/- 0.0004
random walk k/k0 at d/L=5: 0.9249 +/- 0.0004
broad spectrum, path at cutoff: 3.333 nm
broad-spectrum reduction: 17.24 %
broad / grey reduction: 4.60
surface rms roughness: 0.3 nm
phonon wavelength for roughness: 1.0 nm
reduction with grazing reflection: 3.26 %
momentum-conserving collision share: 0.5
total path in that case: 5.0 nm
reduction in that case: 3.22 %
higher operating temperature: 400 K
mean free path when hot: 7.5 nm
reduction when hot: 2.81 %
period of nonuniform gradient: 500 nm
bulk loss from nonuniformity: 0.94 %
leakage conductance: 10 MW/(m2 K)
cross-film Biot number: 0.0260
thermal healing length: 620 nm
no test failed
```
